# Apparent pressure–speed exponent of a thermally activated polishing rate

## Problem

A copper film is polished at mean pressure $p$ and sliding speed $v$. The removal rate follows a local Preston law whose coefficient is thermally activated:

$$
R=K(T)\,p\,v,\qquad K(T)=K_0\,e^{-E/(k_BT)} .
$$

Here $T$ is the absolute temperature of the polished interface, $E$ is an apparent activation energy per event, and $k_B$ is the Boltzmann constant. Friction heats the interface above the inlet temperature $T_0$ in proportion to the friction power per unit area:

$$
T=T_0+\Delta T,\qquad \Delta T=r\,\mu\,p\,v ,
$$

with friction coefficient $\mu$ and thermal resistance $r$ (for unit area). The state is steady, and $K_0$, $E$, $\mu$, $r$ and $T_0$ do not depend on $p$ or $v$.

Rough typical values are $p=14$ kPa, $v=1.0$ m/s, $\mu=0.4$, $T_0=298.15$ K, $E=0.30$ eV, $\Delta T=15$ K and $R=500$ nm/min at the working temperature.

1. Find the apparent exponent $n=d\ln R/d\ln(pv)$ and evaluate it.
2. Find the rate without heating, and the rates when $pv$ is halved and doubled.
3. Estimate how the exponent changes if (a) the polish lasts 60 s and the interface warms up with a time constant of 20 s; (b) a moving pad carries the heat away; (c) friction varies with temperature by 0.005 per kelvin, relative to its value; (d) reactant supply sets a ceiling of 5000 nm/min; (e) pad asperities heat the wafer locally.

## Solution

### 1. The exponent

Write $x=pv$. The logarithm of the rate, with each quantity divided by a fixed unit, is

$$
\ln R=\ln K_0+\ln x-\frac{E}{k_BT}.
$$

Differentiate with respect to $\ln x$. The first term is constant and the second contributes 1. In the third, $d(-1/T)=dT/T^2$, so

$$
n=1+\frac{E}{k_BT^2}\,\frac{dT}{d\ln x}.
$$

Since $T_0$ is fixed and $\Delta T=r\mu x$,

$$
\frac{dT}{d\ln x}=x\,\frac{d(r\mu x)}{dx}=r\mu x=\Delta T .
$$

Therefore

$$
\boxed{\,n=1+S,\qquad S=\frac{E\,\Delta T}{k_B\,(T_0+\Delta T)^2}\,}
$$

The 1 is the direct mechanical proportionality. The term $S$ is the relative gain in the Preston coefficient per relative increase in $pv$. In this model it makes no difference whether $p$ or $v$ is varied. If the interface were held at constant temperature by cooling, $dT/d\ln x$ would vanish and $n$ would be 1.

For the given values, $T=313.15$ K and

$$
S=\frac{0.30\times15}{8.61733\times10^{-5}\times(313.15)^2}=0.5325,
\qquad n\approx1.53 .
$$

A numerical logarithmic derivative of the rate at this operating point also gives 1.5325.

The rise of 15 K does not fix the exponent by itself: $E$ and $T_0$ are needed too. At the same temperatures, $E=0.20$ eV gives $n=1.36$ and $E=0.50$ eV gives $n=1.89$.

The denominator contains the working temperature. For $\Delta T\ll T_0$ it may be replaced by $T_0^2$ to leading order. Here that replacement gives 1.59, because it enlarges $S$ by the factor $(313.15/298.15)^2=1.10$.

### 2. Finite changes of pressure times speed

The friction power density is $\mu pv=0.4\times14000\times1.0=5600$ W/m², so the assumed rise corresponds to $r=15/5600=2.68\times10^{-3}$ K m²/W. This resistance is inferred from the rise, not predicted.

At fixed $pv$, the ratio of the heated rate to the rate at $T_0$ is

$$
\frac{R(T)}{R(T_0)}=\exp\!\left[\frac{E}{k_B}\left(\frac1{T_0}-\frac1T\right)\right]=1.749 .
$$

Without heating the rate would be $500/1.749=286$ nm/min. This gain compares two temperatures at one setting, whereas $n$ compares neighbouring settings, each at its own temperature.

Halving $pv$ makes the rise 7.5 K, and doubling it makes the rise 30 K. Including both the factor $pv$ and the change in $K(T)$, the rates are

$$
R(x/2)=190\ \text{nm/min},\qquad R(2x)=1662\ \text{nm/min}.
$$

Doubling thus multiplies the rate by 3.32, while a power law with constant exponent 1.53 would give $2^{1.53}=2.89$. The difference arises because $n$ is local: it is 1.28 at half the operating value and 1.97 at twice that value.

For two settings $x_1$ and $x_2$, subtracting the two expressions for $\ln R$ gives the slope of the straight line joining them on a log–log plot:

$$
\bar n=\frac{\ln(R_2/R_1)}{\ln(x_2/x_1)}
=1+\frac{E}{k_B}\,\frac{1/T_1-1/T_2}{\ln(x_2/x_1)} .
$$

Between half and twice the operating value, $\bar n=\ln(1662.3/190.3)/\ln4=1.56$. This is the mean of the local exponent over $\ln x$, since $n$ is the derivative of $\ln R$. Measurements at only two settings therefore give a single power and cannot show that the local exponent changes between them. A third setting can: at the operating point the straight line gives $\sqrt{190.3\times1662.3}=562$ nm/min, whereas the model gives 500 nm/min.

The growth of $S$ has a formal limit. At fixed $E$ and $T_0$,

$$
\frac{dS}{d\Delta T}
=\frac{E}{k_B}\left[\frac{1}{(T_0+\Delta T)^2}-\frac{2\Delta T}{(T_0+\Delta T)^3}\right]
=\frac{E}{k_B}\,\frac{T_0-\Delta T}{(T_0+\Delta T)^3}.
$$

The maximum is at $\Delta T=T_0$, where $n=1+E/(4k_BT_0)=3.92$. A rise of 298 K is far outside wet polishing, so $n$ increases with $pv$ throughout the useful range of this model.

### 3. What the simple model leaves out

Each effect is taken separately, with the other assumptions kept. The shifts should not simply be added.

**(a) Warm-up.** For a single heat capacity with a fixed loss coefficient,

$$
\Delta T(t)=\Delta T_\infty\left(1-e^{-t/\tau}\right),\qquad \Delta T_\infty=r\mu x .
$$

At each time the rise is still proportional to $x$, so the instantaneous exponent is $1+S(t)$, with $\Delta T(t)$ inserted in $S$. The removed thickness is $H=\int_0^{t_p}R\,dt$, where $t_p$ is the polishing time. Using $dR/d\ln x=R(1+S)$ under the integral,

$$
n_H=\frac{d\ln H}{d\ln x}
=\frac{\int_0^{t_p}R(t)\,[1+S(t)]\,dt}{\int_0^{t_p}R(t)\,dt}.
$$

For $\Delta T_\infty=15$ K, $\tau=20$ s and $t_p=60$ s, the thickness is 425 nm, compared with 500 nm for one minute at the steady rate. Its exponent is $n_H=1.39$. The cooler early part of the polish lowers the average.

**(b) Heat carried away by the pad.** Suppose each pad point enters the contact cold and stays under the wafer for a time $t=L/v$, where $L$ is the contact length. Let a fixed share of the friction heat enter the pad as a flux $q\propto pv$. If the heat does not reach the back of the pad during the pass, the pad acts as a half-space with conductivity $k$ and volumetric heat capacity $c$.

The surface rise is linear in $q$ and can depend otherwise on $k$, $c$ and $t$. The combination with the correct dimensions is

$$
\Delta T\propto q\sqrt{\frac{t}{kc}} .
$$

With $t=L/v$ this becomes $\Delta T\propto pv\,v^{-1/2}=p\,v^{1/2}$. Taking this rise as the interface temperature rise, and again setting it to 15 K at the operating point,

$$
n_p=\left.\frac{\partial\ln R}{\partial\ln p}\right|_v=1+S=1.53,
\qquad
n_v=\left.\frac{\partial\ln R}{\partial\ln v}\right|_p=1+\frac S2=1.27 .
$$

This is the limit of a pad that cools fully between passes. If the pad returns still warm, the rise grows faster than $v^{1/2}$ and $n_v$ lies between $1+S/2$ and $1+S$. The 15 K is imposed here: one cold pass over $L=0.3$ m with all the heat entering a solid polymer pad ($k\approx0.2$ W/(m K), $c\approx1.5\times10^6$ J/(m³ K)) gives only about 6 K at the exit, and the rise varies along the contact. Faster sliding generates more heat but shortens the heating time. The rate is then no longer a function of $pv$ alone, so no single exponent in $pv$ describes it. Separate changes of pressure and speed can reveal this.

**(c) Temperature-dependent friction.** Let $s=d\ln\mu/dT$. Taking the logarithm of $\Delta T=r\mu(T)x$ and differentiating gives

$$
\frac1{\Delta T}\frac{dT}{d\ln x}=1+s\,\frac{dT}{d\ln x}
\quad\Longrightarrow\quad
\frac{dT}{d\ln x}=\frac{\Delta T}{1-s\Delta T}.
$$

Hence $n=1+S/(1-s\Delta T)$, for $s\Delta T<1$. With $s=+0.005$ K⁻¹, $s\Delta T=0.075$ and $n=1.58$. With the opposite sign, $n=1.50$. Friction that rises with temperature reinforces the heating; friction that falls with temperature weakens it.

**(d) A supply ceiling.** Let a temperature-independent ceiling $C$ act in series with the model rate $R$:

$$
\frac1{R_{\rm tot}}=\frac1R+\frac1C,
\qquad R_{\rm tot}=\frac{RC}{R+C}.
$$

Since $C$ is fixed,

$$
\frac{d\ln R_{\rm tot}}{d\ln x}
=n-\frac{1}{R+C}\frac{dR}{d\ln x}
=n-\frac{nR}{R+C}
=n\,\frac{C}{R+C}.
$$

Here the exponent is $1.5325\times5000/5500=1.39$. The value $R=500$ nm/min is the rate before the ceiling is applied. For $R\gg C$ the exponent tends to zero, because removal is then limited by supply.

**(e) Heating at asperities.** Take a contact pressure of 10 MPa, a contact radius $a=10$ µm and an oxide of thickness $d=0.5$ µm on silicon. The local flux is $q=0.4\times10^7\times1.0=4\times10^6$ W/m². Let all of it enter the wafer, and ignore spreading in the copper. Both choices overestimate the local rise: a copper film about 1 µm thick spreads the heat sideways and lowers the centre rise about threefold, to roughly 0.6 K for a copper conductivity of 300–400 W/(m K). The rise and the speed exponent found below are therefore upper estimates for these inputs.

In steady conduction, a surface point source of power $Q$ on a half-space gives a rise $Q/(2\pi k\rho)$ at distance $\rho$. Integrating over the contact disc gives, at its centre,

$$
\int_0^a\frac{q\,2\pi\rho\,d\rho}{2\pi k\rho}=\frac{qa}{k}.
$$

Adding the drop $qd/k_{\rm ox}$ across the thin oxide, with conductivities of 150 W/(m K) for silicon and 1.4 W/(m K) for oxide,

$$
\Delta T_a\approx q\left(\frac a{k_{\rm Si}}+\frac d{k_{\rm ox}}\right)=1.70\ \text{K}.
$$

A steady layered half-space calculation with the same inputs gives 1.69 K.

If higher load creates more contacts at unchanged contact pressure and radius, $\Delta T_a$ scales with $v$ but not with $p$. At the local temperature $T+\Delta T_a$, the parts of the rise that respond are $\Delta T$ for pressure and $\Delta T+\Delta T_a$ for speed:

$$
n_p=1+\frac{E\Delta T}{k_B(T+\Delta T_a)^2}=1.53,
\qquad
n_v=1+\frac{E(\Delta T+\Delta T_a)}{k_B(T+\Delta T_a)^2}=1.59 .
$$

### Reading the result for a real polisher

The pressure, speed and heating are in the usual range for copper polishing, but the activation energy depends on the slurry and should be measured for the process concerned. Between 0.20 and 0.50 eV it moves the exponent of this model from 1.36 to 1.89. Measuring $E$ is not enough, because the 1 in $n=1+S$ assumes that the rate is proportional to $pv$ at fixed temperature. In general $n=(\partial\ln R/\partial\ln x)_T+S$, with $S$ built from the apparent $E$. If an activated chemical step that does not depend on $pv$ acts in series with a mechanical step proportional to $pv$, and the two limit the rate equally, the isothermal exponent is 0.5 and an apparent $E$ of 0.30 eV gives $n=1.03$. Real pads also move and warm up, contrary to the steady model with fixed $r$. For the cases above, pad motion lowers the speed exponent to 1.27 in the limit of a pad that re-enters cold (less far if it returns warm), and warm-up lowers the thickness exponent to 1.39. The time constant, friction slope and supply ceiling are illustrative inputs, so their shifts indicate sensitivity rather than properties of a particular machine. For this example, $n\approx1.5$ is a reasonable statement of the steady model's result; the further digits serve to compare formulas. The numerical output lists the individual values.

## Numbers as computed

```
Pressure: 14 kPa
Sliding speed: 1.0 m/s
Friction coefficient: 0.4
Inlet temperature T0: 298.15 K
Temperature rise: 15.0 K
Working temperature T: 313.15 K
Activation energy: 0.30 eV
Boltzmann constant: 8.61733e-05 eV/K
Friction power density: 5600 W/m2
Thermal resistance: 2.679e-03 K m2/W
Working removal rate: 500 nm/min
Preston coefficient at T: 5.952e-13 1/Pa
Thermal part S of exponent: 0.5325
Apparent exponent n, formula: 1.5325
Apparent exponent n, numerical slope: 1.5325
Exponent with T0 squared (shortcut): 1.5874
Exponent for E = 0.20 eV: 1.355
Exponent for E = 0.50 eV: 1.888
Rate at same p v without heating: 285.8 nm/min
Heating gain at fixed p v: 1.749
Rate at half p v: 190.3 nm/min
Rate at double p v: 1662.3 nm/min
Local exponent at half p v: 1.279
Local exponent at double p v: 1.970
Mean exponent, half to double p v: 1.563
Formal maximum exponent (rise = T0): 3.92
Warm-up time constant: 20 s
Polishing time: 60 s
Thickness removed with warm-up: 424.6 nm
Exponent of removed thickness: 1.390
Half-space rise, power of time: 0.500
Moving pad, pressure exponent: 1.533
Moving pad, speed exponent: 1.266
Friction slope magnitude: 0.005 1/K
Exponent, friction rising with T: 1.576
Exponent, friction falling with T: 1.495
Supply ceiling: 5000 nm/min
Exponent with supply ceiling: 1.393
Asperity contact pressure: 10 MPa
Asperity contact radius: 10 um
Oxide thickness: 0.5 um
Silicon thermal conductivity: 150 W/(m K)
Oxide thermal conductivity: 1.4 W/(m K)
Asperity flux: 4.00e+06 W/m2
Asperity rise, series estimate: 1.70 K
Asperity rise, layered solution: 1.69 K
Pressure exponent with asperity rise: 1.527
Speed exponent with asperity rise: 1.586
```
